# The g Tensor of an Axial Silicon Dangling Bond: test program

```python
# Result under test: for an axial s-pz dangling bond with one-centre orbital
# moments, the shifts of g from the free-electron value g_e are, to first order
# in the spin-orbit constant lam,
#   along the axis: 0
#   perpendicular:  2*lam*q*G,  G = w_f/E_f - w_e/E_e
# q   = (weight on central atom)*(p fraction) of the dangling orbital
# E_f = depth of filled e-type states below the dangling level (positive)
# E_e = height of empty e-type states above it (positive)
# w_f, w_e = 1-w_f: their weights on the central px (or py) orbital
# Next order uses D = w_f/E_f**2 + w_e/E_e**2. Energies are in eV.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import null_space

g_e = abs(const.physical_constants["electron g factor"][0])
mu_B = const.physical_constants["Bohr magneton in eV/T"][0]
h_eV = const.h / const.e
k_eV = const.k / const.e

# Orbital action from the differential operators, with explicit radial parts.
x, y, z = sp.symbols("x y z", real=True)
r = sp.sqrt(x**2 + y**2 + z**2)
coords = (x, y, z)


def angular_momentum(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return -sp.I * (coords[j] * sp.diff(f, coords[k])
                    - coords[k] * sp.diff(f, coords[j]))


radial_p = sp.exp(-r)
hybrid = (1 - r) * sp.exp(-2 * r) + z * radial_p
assert sp.simplify(angular_momentum(2, hybrid)) == 0
assert sp.simplify(angular_momentum(0, hybrid) + sp.I * y * radial_p) == 0
assert sp.simplify(angular_momentum(1, hybrid) - sp.I * x * radial_p) == 0

# Matrices of l in the real basis px, py, pz, and spin matrices.
l_p = np.zeros((3, 3, 3), complex)
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    l_p[i, j, k], l_p[i, k, j] = -1j, 1j
for i in range(3):
    for k in range(3):
        expected = sum(sp.I * int(round(l_p[i, j, k].imag)) * coords[j]
                       for j in range(3))
        assert sp.simplify(angular_momentum(i, coords[k]) - expected) == 0
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], complex)


def model_orbitals(w_f, p_frac, centre):
    # Site basis: s, px, py, pz, neighbour x, neighbour y, axial tail.
    c = np.zeros((7, 5))
    c[0, 0] = np.sqrt(centre * (1 - p_frac))
    c[3, 0] = np.sqrt(centre * p_frac)
    c[6, 0] = np.sqrt(1 - centre)
    for a in range(2):
        c[1 + a, 1 + a], c[4 + a, 1 + a] = np.sqrt(w_f), np.sqrt(1 - w_f)
        c[1 + a, 3 + a], c[4 + a, 3 + a] = np.sqrt(1 - w_f), -np.sqrt(w_f)
    return c


def one_body_operators(c, energies):
    l_site = np.zeros((3, 7, 7), complex)
    l_site[:, 1:4, 1:4] = l_p
    l_orb = [c.T @ m @ c for m in l_site]
    one = np.eye(len(energies))
    h0 = np.kron(np.diag(energies), np.eye(2)).astype(complex)
    so = sum(np.kron(l_orb[i], spin[i]) for i in range(3))
    zeeman = [np.kron(l_orb[i], np.eye(2)) + g_e * np.kron(one, spin[i])
              for i in range(3)]
    return h0, so, zeeman


determinants = list(itertools.combinations(range(10), 5))
position = {d: i for i, d in enumerate(determinants)}


def many_electron(op):
    # Matrix of a one-body operator between five-electron determinants.
    m = np.zeros((len(determinants),) * 2, complex)
    for col, occ in enumerate(determinants):
        for iq, q_orb in enumerate(occ):
            rest = occ[:iq] + occ[iq + 1:]
            for p_orb in range(10):
                if p_orb in rest or op[p_orb, q_orb] == 0:
                    continue
                new = tuple(sorted(rest + (p_orb,)))
                sign = (-1) ** (iq + new.index(p_orb))
                m[position[new], col] += sign * op[p_orb, q_orb]
    return m


def build_many(E_f, E_e, w_f, p_frac, centre):
    c = model_orbitals(w_f, p_frac, centre)
    h0, so, zee = one_body_operators(c, [0, -E_f, -E_f, E_e, E_e])
    return many_electron(h0), many_electron(so), [many_electron(m) for m in zee]


def doublet_g(vectors, zeeman, direction):
    op = sum(n * m for n, m in zip(direction, zeeman))
    e = np.linalg.eigvalsh(vectors.conj().T @ op @ vectors)
    return e[1] - e[0]


def ground_g(ops, lam, directions):
    _, v = np.linalg.eigh(ops[0] + lam * ops[1])
    return np.array([doublet_g(v[:, :2], ops[2], d) for d in directions])


def formulas(lam, E_f, E_e, w_f, p_frac, centre):
    q = p_frac * centre
    G = w_f / E_f - (1 - w_f) / E_e
    D = w_f / E_f**2 + (1 - w_f) / E_e**2
    first = 2 * lam * q * G
    next_par = lam**2 * q * (G**2 - g_e * D)
    next_perp = -lam**2 * q * (G**2 + g_e * D / 2)
    return q, G, D, first, next_par, next_perp


axes = np.eye(3)
example = (2.0, 5.0, 0.5, 0.9, 0.8)
small = 0.002

# Both signs of the perpendicular shift, and both orders in lam.
for case in (example, (3.0, 2.0, 0.3, 0.75, 0.6)):
    _, _, _, first, n_par, n_perp = formulas(small, *case)
    gx, gy, gz = ground_g(build_many(*case), small, axes)
    assert abs(gx - gy) < 1e-10
    assert abs((gx - g_e) / first - 1) < 0.01
    assert abs(gx - g_e - first - n_perp) < 0.02 * abs(n_perp)
    assert abs(gz - g_e - n_par) < 0.02 * abs(n_par)
    assert n_par < 0

# Filled states alone raise g, empty states alone lower it.
for case, sign in (((2.0, 1e4, 0.5, 0.9, 0.8), 1),
                   ((1e4, 5.0, 0.5, 0.9, 0.8), -1)):
    shift = ground_g(build_many(*case), small, axes)[0] - g_e
    assert sign * shift > 0
    assert abs(shift / formulas(small, *case)[3] - 1) < 0.01

# Equal and opposite channels: the term linear in lam vanishes.
balanced = build_many(2.0, 2.0, 0.5, 0.9, 0.8)
s1 = ground_g(balanced, small, axes)[0] - g_e
s2 = ground_g(balanced, 2 * small, axes)[0] - g_e
assert abs(s2 / s1 - 4) < 0.05

# Worked example.
lam = 0.02
E_f, E_e, w_f, p_frac, centre = example
q, G, D, shift, n_par, n_perp = formulas(lam, *example)
filled_part = 2 * lam * q * w_f / E_f
empty_part = -2 * lam * q * (1 - w_f) / E_e
g_par, g_perp = g_e, g_e + shift
ops = build_many(*example)
tilt = np.arccos(1 / 3)
tilted = np.array([np.sin(tilt), 0, np.cos(tilt)])
gx, gy, gz, g_tilt_full = ground_g(ops, lam, [*axes, tilted])
assert abs(g_tilt_full - np.hypot(gz * np.cos(tilt), gx * np.sin(tilt))) < 1e-9
g_tilt = np.hypot(g_par * np.cos(tilt), g_perp * np.sin(tilt))

# Adding the other a1 orbitals changes g only beyond second order in lam.
c5 = model_orbitals(w_f, p_frac, centre)
c7 = np.hstack([c5, null_space(c5.T)])
h0, so, zee = one_body_operators(c7, [0, -E_f, -E_f, E_e, E_e, -3.0, 6.0])
_, v7 = np.linalg.eigh(h0 + lam * so)
g7 = [doublet_g(v7[:, 6:8], zee, d) for d in axes]
a1_change = max(abs(g7[0] - gx), abs(g7[2] - gz))
assert a1_change < 5e-6

# Resonance fields, checked by diagonalization in the finite field.
freq = 9.5e9
fields = [h_eV * freq / (mu_B * g) for g in (g_par, g_perp, g_tilt)]
for B, d in zip(fields, (axes[2], axes[0], tilted)):
    zeeman = sum(n * m for n, m in zip(d, ops[2]))
    levels = np.linalg.eigvalsh(ops[0] + lam * ops[1] + mu_B * B * zeeman)
    assert abs((levels[1] - levels[0]) / (h_eV * freq) - 1) < 1e-4

# Neighbour moments: p tails along three tetrahedral back bonds.
cos_b = -1 / 3
sin_b = np.sqrt(1 - cos_b**2)
phi = 2 * np.pi * np.arange(3) / 3
bonds = np.array([sin_b * np.cos(phi), sin_b * np.sin(phi),
                  np.full(3, cos_b)]).T
tangents = np.array([-np.sin(phi), np.cos(phi), np.zeros(3)]).T
tail = np.sqrt((1 - centre) / 3) * bonds.reshape(-1)
a2_state = tangents.reshape(-1) / np.sqrt(3)
lz_tail = np.kron(np.eye(3), l_p[2]) @ tail
lx_tail = np.kron(np.eye(3), l_p[0]) @ tail
axial_weight = np.vdot(lz_tail, lz_tail).real
perp_weight = np.vdot(lx_tail, lx_tail).real
assert abs(axial_weight - (1 - centre) * sin_b**2) < 1e-12
assert abs(abs(np.vdot(a2_state, lz_tail))**2 - axial_weight) < 1e-12
assert abs(perp_weight - (1 - centre) * (1 + cos_b**2) / 2) < 1e-12
neighbour_par = 2 * lam * axial_weight * abs(G)
neighbour_perp = 2 * lam * perp_weight * abs(G)

# Other neglected effects, sized for the same parameters.
kinetic = 40.0
rest_energy = const.m_e * const.c**2 / const.e
mass_shift = -g_e * kinetic / rest_energy
dE = 0.1
shift_up = formulas(lam, E_f + dE, E_e, w_f, p_frac, centre)[3]
shift_down = formulas(lam, E_f - dE, E_e, w_f, p_frac, centre)[3]
temperature = 300.0
thermal = np.exp(-E_f / (k_eV * temperature))

print(f"spin-orbit constant lam = {lam:.3f} eV")
print(f"filled-state depth E_f = {E_f:.1f} eV")
print(f"empty-state height E_e = {E_e:.1f} eV")
print(f"filled weight w_f = {w_f:.2f}, empty weight w_e = {1-w_f:.2f}")
print(f"p fraction = {p_frac:.2f}, central-atom weight = {centre:.2f}")
print(f"central p weight q = {q:.3f}")
print(f"G = {G:.4f} 1/eV")
print(f"D = {D:.4f} 1/eV^2")
print(f"free-electron g_e = {g_e:.6f}")
print(f"filled-state part of perpendicular shift = {filled_part:+.6f}")
print(f"empty-state part of perpendicular shift = {empty_part:+.6f}")
print(f"perpendicular shift, first order in lam = {shift:+.6f}")
print(f"g parallel, first order in lam = {g_par:.6f}")
print(f"g perpendicular, first order in lam = {g_perp:.6f}")
print(f"g parallel, full diagonalization = {gz:.6f}")
print(f"g perpendicular, full diagonalization = {gx:.6f}")
print(f"order lam^2 parallel shift, formula = {n_par:+.3e}")
print(f"order lam^2 perpendicular shift, formula = {n_perp:+.3e}")
print(f"full parallel shift = {gz-g_e:+.3e}")
print(f"full minus first-order perpendicular = {gx-g_perp:+.3e}")
print(f"largest g change from other a1 states = {a1_change:.1e}")
print(f"microwave frequency = {freq/1e9:.2f} GHz")
print(f"resonance field, B along axis = {fields[0]*1e3:.3f} mT")
print(f"resonance field, B perpendicular = {fields[1]*1e3:.3f} mT")
print(f"field separation = {(fields[0]-fields[1])*1e3:.3f} mT")
print(f"inclined-bond angle = {np.degrees(tilt):.2f} degrees")
print(f"g at inclined-bond angle = {g_tilt:.6f}")
print(f"resonance field at that angle = {fields[2]*1e3:.3f} mT")
print(f"neighbour axial moment weight = {axial_weight:.4f}")
print(f"neighbour perpendicular moment weight = {perp_weight:.4f}")
print(f"size of neighbour axial g shift = {neighbour_par:.6f}")
print(f"size of neighbour perpendicular g shift = {neighbour_perp:.6f}")
print(f"assumed kinetic energy for mass term = {kinetic:.0f} eV")
print(f"relativistic mass g shift = {mass_shift:+.3e}")
print(f"disorder step in E_f = {dE:.1f} eV")
print(f"perpendicular shift at E_f plus step = {shift_up:+.6f}")
print(f"perpendicular shift at E_f minus step = {shift_down:+.6f}")
print(f"temperature = {temperature:.0f} K")
print(f"thermal factor exp(-E_f/kT) = {thermal:.1e}")
print("verified")
```

Printed output:

```
spin-orbit constant lam = 0.020 eV
filled-state depth E_f = 2.0 eV
empty-state height E_e = 5.0 eV
filled weight w_f = 0.50, empty weight w_e = 0.50
p fraction = 0.90, central-atom weight = 0.80
central p weight q = 0.720
G = 0.1500 1/eV
D = 0.1450 1/eV^2
free-electron g_e = 2.002319
filled-state part of perpendicular shift = +0.007200
empty-state part of perpendicular shift = -0.002880
perpendicular shift, first order in lam = +0.004320
g parallel, first order in lam = 2.002319
g perpendicular, first order in lam = 2.006639
g parallel, full diagonalization = 2.002242
g perpendicular, full diagonalization = 2.006591
order lam^2 parallel shift, formula = -7.714e-05
order lam^2 perpendicular shift, formula = -4.829e-05
full parallel shift = -7.690e-05
full minus first-order perpendicular = -4.833e-05
largest g change from other a1 states = 1.3e-08
microwave frequency = 9.50 GHz
resonance field, B along axis = 338.984 mT
resonance field, B perpendicular = 338.254 mT
field separation = 0.730 mT
inclined-bond angle = 70.53 degrees
g at inclined-bond angle = 2.006160
resonance field at that angle = 338.335 mT
neighbour axial moment weight = 0.1778
neighbour perpendicular moment weight = 0.1111
size of neighbour axial g shift = 0.001067
size of neighbour perpendicular g shift = 0.000667
assumed kinetic energy for mass term = 40 eV
relativistic mass g shift = -1.567e-04
disorder step in E_f = 0.1 eV
perpendicular shift at E_f plus step = +0.003977
perpendicular shift at E_f minus step = +0.004699
temperature = 300 K
thermal factor exp(-E_f/kT) = 2.5e-34
verified
```
